# Ballistic injection velocity at zero temperature, evaluated for a silicon film

## The question

In a short transistor, electrons pass from source to drain over a smooth potential barrier whose height is set by the gate. Transport is along $x$, and the channel is uniform and wide along $y$. At the top of the barrier the electrons occupy one two-dimensional subband with energy

$$E=\frac{\hbar^2(k_x^2+k_y^2)}{2m},$$

measured from the subband edge at that point. The mass $m$ is isotropic in the plane, and $g$ is the product of the spin and valley degeneracies. There is no scattering, the barrier does not reflect electrons with enough energy to cross it, and the contacts absorb every electron that reaches them. The elementary charge is $q>0$, and the drain voltage $V_D\ge 0$ lowers the drain Fermi level by $qV_D$ relative to the source. The gate holds the sheet density $n$ at the barrier top fixed. The velocity there is defined as

$$v=\frac{\Phi}{n},$$

where $\Phi$ is the net number of electrons crossing unit width per unit time. Its value in saturation is the injection velocity $v_{\rm inj}$. The temperature is zero in parts (a) to (e).

## (a) Occupied states

**Which states are occupied at the barrier top when the drain voltage is large? State the condition on $V_D$, and find the Fermi wavevector $k_F$ in terms of $n$.**

An electron moving to the right at the barrier top came from the source side, since nothing in the channel could have turned it round. States with $k_x>0$ are therefore filled up to the source Fermi level. By the same argument, states with $k_x<0$ are filled up to the drain Fermi level.

Let the source Fermi level lie at $E_F>0$ when the drain supplies no electrons. The drain level is then at $E_F-qV_D$. At zero temperature the drain fills no state at the barrier top if this level is at or below the subband edge, which requires

$$qV_D\ge E_F .$$

The occupied region is then the half disk $k_x>0$, $|\mathbf k|<k_F$, with $E_F=\hbar^2k_F^2/(2m)$.

Each spin and valley has $1/(4\pi^2)$ states per unit area of the channel and unit area of $\mathbf k$ space. The half disk has area $\pi k_F^2/2$, so

$$n=\frac{g}{4\pi^2}\,\frac{\pi k_F^2}{2}=\frac{g k_F^2}{8\pi},
\qquad k_F=\sqrt{\frac{8\pi n}{g}} .$$

In equilibrium the same density fills a whole disk of radius $k_0$, with $n=gk_0^2/(4\pi)$. Comparing the two densities gives $k_F=\sqrt2\,k_0$: with half the directions missing, the remaining ones must be filled to twice the energy.

## (b) The injection velocity

**With $v_F=\hbar k_F/m$, show that $v_{\rm inj}=\dfrac{4}{3\pi}v_F$.**

The velocity of a state along $x$ is $\hbar^{-1}\partial E/\partial k_x=\hbar k_x/m$. In polar coordinates $k_x=k\cos\theta$, the area element is $k\,dk\,d\theta$, and the half disk is $-\pi/2<\theta<\pi/2$. The flux is

$$\Phi=\frac{g}{4\pi^2}\int_{-\pi/2}^{\pi/2}d\theta\int_0^{k_F}dk\;k\,\frac{\hbar k\cos\theta}{m}
=\frac{g\hbar}{4\pi^2m}
\left[\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta\right]
\left[\int_0^{k_F}k^2\,dk\right].$$

The brackets are $2$ and $k_F^3/3$. Hence

$$\Phi=\frac{g\hbar k_F^3}{6\pi^2m}.$$

Dividing by the density from part (a),

$$v_{\rm inj}=\frac{g\hbar k_F^3}{6\pi^2m}\,\frac{8\pi}{gk_F^2}
=\frac{8}{6\pi}\,\frac{\hbar k_F}{m}
=\frac{4}{3\pi}\,v_F\approx0.424\,v_F .$$

The factor has two origins. The mean speed in the disk is

$$\frac{\int_0^{k_F}(\hbar k/m)\,k\,dk}{\int_0^{k_F}k\,dk}=\frac{\hbar k_F^3/(3m)}{k_F^2/2}=\frac23v_F ,$$

and the mean of $\cos\theta$ over the half circle is $2/\pi$. Because the filling does not depend on direction within the half disk, the two averages multiply to $4/(3\pi)$.

The parabolic band enters through $v_x=\hbar k_x/m$; in a nonparabolic band the radial average changes. An elliptical band with principal masses $m_x$ and $m_y$ along the axes can still be treated. The variables $\kappa_i=k_i/\sqrt{m_i}$ turn the half ellipse into a half disk of radius $\kappa_F=\sqrt{2E_F}/\hbar$, where the mean of $\kappa_x$ is $4\kappa_F/(3\pi)$. Since $v_x=\hbar\kappa_x/\sqrt{m_x}$, the result keeps its form with $v_F$ replaced by $\sqrt{2E_F/m_x}$, the largest velocity along $x$.

## (c) Dependence on density

**Express $v_{\rm inj}$ and the current per width $J$ through $n$. What is the numerical factor if the Fermi velocity is taken from the equilibrium disk of the same density?**

Inserting $k_F$ and using $\sqrt{8\pi}=2\sqrt{2\pi}$,

$$v_{\rm inj}=\frac{4\hbar}{3\pi m}\,2\sqrt{\frac{2\pi n}{g}}
=\frac{8\hbar}{3m}\sqrt{\frac{2n}{\pi g}} .$$

The magnitude of the current per width is

$$J=qnv_{\rm inj}=\frac{8q\hbar}{3m}\sqrt{\frac{2}{\pi g}}\;n^{3/2}.$$

At fixed density, a light mass and a small degeneracy both raise the velocity. The degeneracy matters because fewer valleys must be filled to a larger $k_F$.

The equilibrium Fermi velocity is $v_0=\hbar k_0/m=v_F/\sqrt2$. Therefore

$$v_{\rm inj}=\frac{4\sqrt2}{3\pi}\,v_0\approx0.600\,v_0 .$$

The factor $4/(3\pi)$ thus belongs to the Fermi velocity of the half disk.

## (d) Approach to saturation

**Find $v/v_{\rm inj}$ for smaller drain voltages at the same density, as a function of $u=qV_D/E_F$, where $E_F$ remains the half-disk value.**

Now the right-moving states are filled to $E_S$ and the left-moving states to $E_D=E_S-qV_D\ge0$. By part (a), a half disk filled to energy $\varepsilon$ has $k^2=2m\varepsilon/\hbar^2$ and density $gm\varepsilon/(4\pi\hbar^2)$. The total density is fixed, so

$$\frac{gm}{4\pi\hbar^2}(E_S+E_D)=\frac{gm}{4\pi\hbar^2}E_F
\quad\Rightarrow\quad E_S+E_D=E_F .$$

Together with $E_S-E_D=qV_D=uE_F$ this gives

$$E_S=\frac{1+u}{2}E_F,\qquad E_D=\frac{1-u}{2}E_F .$$

The requirement $E_D\ge0$ means $u\le1$. By part (b), the flux of each half disk is proportional to $k^3$, hence to $\varepsilon^{3/2}$, and the left-moving flux is subtracted. Since $n$ is the same as in saturation,

$$\frac{v}{v_{\rm inj}}=\frac{E_S^{3/2}-E_D^{3/2}}{E_F^{3/2}}
=\left(\frac{1+u}{2}\right)^{3/2}-\left(\frac{1-u}{2}\right)^{3/2},
\qquad 0\le u\le1 .$$

For $u>1$ the left-moving states stay empty and the ratio remains 1.

At $u=0$ both halves are filled to $E_F/2$ and the flux cancels. For small $u$, expanding $(1\pm u)^{3/2}\approx1\pm3u/2$ gives

$$\frac{v}{v_{\rm inj}}\approx\frac{3u}{2^{3/2}}\approx1.06\,u .$$

The derivative for $0<u<1$ is

$$\frac{d}{du}\frac{v}{v_{\rm inj}}=\frac34\left[\sqrt{\frac{1+u}{2}}+\sqrt{\frac{1-u}{2}}\right]>0 .$$

The velocity therefore rises steadily. The slope tends to $3/4$ as $u\to1$ from below and is zero above, so the zero-temperature curve has a kink at saturation. At $u=0.5$ the ratio is $0.5245$.

## (e) A silicon film

**Evaluate the result for a (100) silicon film of thickness $t=3$ nm with $n=5\times10^{12}\ \mathrm{cm^{-2}}$. Use hard walls and band-edge masses of $0.19\,m_e$ (transverse) and $0.92\,m_e$ (longitudinal). Check that one subband suffices.**

Silicon has six equivalent conduction-band valleys. In two of them the heavy axis is normal to the film. The hard-wall levels are

$$\epsilon_j=\frac{\pi^2\hbar^2j^2}{2m_zt^2},\qquad j=1,2,\dots,$$

so these two valleys, with $m_z=0.92\,m_e$, have the lowest level. Their in-plane mass is isotropic, $m=0.19\,m_e$, and $g=2\times2=4$.

With $n=5\times10^{16}\ \mathrm{m^{-2}}$,

$$k_F=\sqrt{\frac{8\pi n}{4}}=\sqrt{2\pi\times5\times10^{16}}\ \mathrm{m^{-1}}
=5.605\times10^8\ \mathrm{m^{-1}},$$

$$v_F=\frac{\hbar k_F}{0.19\,m_e}=3.415\times10^5\ \mathrm{m/s},
\qquad E_F=\tfrac12mv_F^2=63.0\ \mathrm{meV}.$$

The injection velocity is

$$v_{\rm inj}=0.4244\times3.415\times10^5\ \mathrm{m/s}
=1.45\times10^5\ \mathrm{m/s}=1.45\times10^7\ \mathrm{cm/s}.$$

At zero temperature saturation begins at $V_D=E_F/q=63$ mV. At 300 K the kink is smoothed out: in the same one-subband model the velocity at 63 mV is only about 64% of its saturated value, and 95% and 99% need about 130 mV and 175 mV. This is the voltage between the ideal contacts, without any series resistance. The current per width is

$$J=q\,(5\times10^{16}\ \mathrm{m^{-2}})(1.449\times10^5\ \mathrm{m/s})
=1.16\ \mathrm{mA/\mu m}.$$

The next level of the same valleys lies 136 meV above the lowest one. The lowest level of the other four valleys, for which $m_z=0.19\,m_e$, lies 174 meV above it. Both gaps exceed $E_F$, so at zero temperature this model has one occupied subband.

The velocity can also be obtained by counting. In a square box of side $10\ \mu$m, the density corresponds to $nL^2/g=1\,250\,000$ electrons per spin and valley. Filling that many of the lowest right-moving plane-wave states and averaging their velocities gives $1.4494\times10^5$ m/s, in agreement with the formula to the digits shown. The numerical output also lists such a count for several drain voltages. These counts test the integrals and the filling rule within the model; they do not test the model as a description of a real device.

## (f) How good is zero temperature?

**Keep $n$ fixed and the drain voltage so large that the drain still supplies no appreciable density. Find the velocity at temperature $T$, its low- and high-temperature limits, and its value for the film at 300 K.**

The half disk is replaced by the Fermi function $f(E)=[e^{(E-\mu)/k_BT}+1]^{-1}$ on $k_x>0$. The angular integrals are $\pi$ for the density and $2$ for the flux. With $k\,dk=m\,dE/\hbar^2$ and speed $\sqrt{2E/m}$,

$$n=\frac{gm}{4\pi\hbar^2}\int_0^\infty f\,dE,\qquad
\Phi=\frac{gm}{2\pi^2\hbar^2}\sqrt{\frac2m}\int_0^\infty\sqrt E\,f\,dE .$$

Let $\eta=\mu/k_BT$. The first integral is $k_BT\ln(1+e^\eta)$. Equating $n$ to its zero-temperature value $gmE_F/(4\pi\hbar^2)$ gives

$$\mu=k_BT\ln\!\left(e^{E_F/k_BT}-1\right).$$

Define the Fermi integral by

$$F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{e^{x-\eta}+1},$$

so that $\int_0^\infty\sqrt E f\,dE=(k_BT)^{3/2}(\sqrt\pi/2)F_{1/2}(\eta)$. The ratio $\Phi/n$ is then

$$v=\frac2\pi\sqrt{\frac2m}\;\frac{(k_BT)^{3/2}(\sqrt\pi/2)F_{1/2}(\eta)}{k_BT\ln(1+e^\eta)}
=\sqrt{\frac{2k_BT}{\pi m}}\;\frac{F_{1/2}(\eta)}{\ln(1+e^\eta)} .$$

*Low temperature.* Here $\mu$ differs from $E_F$ by an exponentially small amount. Integration by parts gives

$$\int_0^\infty\sqrt E\,f\,dE=\int_0^\infty\tfrac23E^{3/2}\left(-\frac{df}{dE}\right)dE .$$

The weight $-df/dE$ is a narrow peak at $\mu$ with unit area, zero mean displacement and mean square width $\pi^2(k_BT)^2/3$, up to exponentially small terms. The second derivative of $\tfrac23E^{3/2}$ is $\tfrac12E^{-1/2}$. Expanding to second order about $\mu\approx E_F$,

$$\int_0^\infty\sqrt E\,f\,dE\approx\frac23E_F^{3/2}+\frac12\cdot\frac{1}{2\sqrt{E_F}}\cdot\frac{\pi^2(k_BT)^2}{3}
=\frac23E_F^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{E_F}\right)^2\right].$$

Since $n$ is fixed, the square bracket is $v/v_{\rm inj}$, where $v_{\rm inj}$ denotes the zero-temperature value. At $k_BT/E_F=0.05$ it equals $1.00308$; a direct sum over $k_x$ and $k_y$ gives $1.00309$.

*High temperature.* When $\eta\to-\infty$, both $F_{1/2}(\eta)$ and $\ln(1+e^\eta)$ tend to $e^\eta$, so

$$v\to\sqrt{\frac{2k_BT}{\pi m}} .$$

This classical velocity does not depend on density, in contrast to the $\sqrt n$ law of the degenerate gas.

*The film at 300 K.* Here $k_BT=25.85$ meV, so $k_BT/E_F=0.41$, and $\mu=60.6$ meV. The full formula gives

$$v=1.70\times10^5\ \mathrm{m/s}=1.17\,v_{\rm inj}.$$

The zero-temperature result is therefore about 15% below the 300 K value of the same one-subband model. The low-temperature law would predict a ratio of $1+1.234\times0.4104^2\approx1.21$. This is larger than the ratio from the full formula; the law holds only for small $k_BT/E_F$ and is not accurate here. The classical limit, $v_F\sqrt{k_BT/(\pi E_F)}\approx1.23\times10^5$ m/s, is too low. The film at this density lies between the two regimes.

One subband is also less secure at 300 K. The second level of the same valleys is about 76 meV, or $2.9\,k_BT$, above $\mu$, so the Fermi function at its edge is about $0.05$. The lowest level of the other four valleys is about 114 meV above $\mu$, but its larger degeneracy and density-of-states mass give it a similar population. With hard walls and fixed total density, each of the two groups would hold about 2% of the electrons, and including both would lower the velocity by between 2% and 3%. These contributions are left out here. This estimate is sensitive to the walls, because the light-mass level penetrates a finite barrier most. With a 3.1 eV barrier, an oxide mass of $0.5\,m_e$ and effective-mass matching at the interfaces, the gap to the four other valleys falls from 174 to about 95 meV. That still exceeds $E_F$, but at 300 K those valleys then hold about 22% of the electrons, and the velocity is about $1.43\times10^5$ m/s, some 16% below the one-subband value. Scattering, nonparabolicity, penetration into the walls and the self-consistent potential are also omitted, so the numbers describe the stated ballistic model and are not predictions for a measured transistor. Nonparabolicity alone, taken as $E(1+\alpha E)$ in place of $E$ with $\alpha=0.5\ \mathrm{eV^{-1}}$ and $E$ measured from the bulk band edge, lowers the one-subband velocity by about 7% at both zero temperature and 300 K.

## Table of computed values

```
in-plane mass: 0.19 m_e
mass normal to film: 0.92 m_e
degeneracy g (spin x valley): 4
sheet density n: 5.00e+12 cm^-2
film thickness: 3.0 nm
factor 4/(3 pi): 0.42441
factor 4 sqrt2/(3 pi), full-disk v_F: 0.60021
half-disk k_F: 0.5605 nm^-1
half-disk E_F: 63.00 meV
half-disk v_F: 3.4151e+05 m/s
injection velocity, formula: 1.4494e+05 m/s
injection velocity, formula: 1.449e+07 cm/s
injection velocity, state filling: 1.4494e+05 m/s
states filled in box (per spin and valley): 1250000
box side: 10.0 micrometre
equilibrium full-disk v_F, same n: 2.4149e+05 m/s
equilibrium full-disk E_F, same n: 31.50 meV
saturation drain voltage: 63.00 mV
current per width: 1.1611 mA/micrometre
u = 0.25: v/v_inj formula 0.2645, filling 0.2645
u = 0.50: v/v_inj formula 0.5245, filling 0.5245
u = 0.75: v/v_inj formula 0.7743, filling 0.7743
u = 1.00: v/v_inj formula 1.0000, filling 1.0000
u = 1.50: v/v_inj formula 1.0000, filling 1.0000
gap to 2nd subband, same valleys: 136.2 meV
gap to 1st subband, other valleys: 174.5 meV
kT/E_F = 0.05: velocity ratio, sum: 1.003094
kT/E_F = 0.05: velocity ratio, law: 1.003084
temperature: 300 K, kT: 25.85 meV
kT/E_F at 300 K: 0.4104
chemical potential at 300 K: 60.63 meV
one-subband velocity at 300 K: 1.6988e+05 m/s
ratio to zero-temperature value: 1.1721
```
